# Blackbody depopulation of Rydberg levels from the velocity sum rule

## An oscillator in thermal radiation

Take an electron bound harmonically along one axis with frequency $\omega_0$, in its state $v$, and surround it with blackbody radiation at temperature $T$. In the dipole approximation the radiation can move it to $v+1$ or $v-1$ and nowhere else, so the total thermal rate out of $v$ has just two terms.

Atomic units are used throughout: $\hbar=m_e=e=4\pi\epsilon_0=1$ and $c=1/\alpha$. The symbol $kT$ is a thermal energy in hartree.

The rate of one transition is needed first. Let $\omega=E_f-E_i$ be positive. In a box of volume $V$, a mode of frequency $\omega_k$ and polarization $\boldsymbol\epsilon$ couples to the electron with the squared matrix element $(2\pi\omega_k/V)\,N\,|\boldsymbol\epsilon\cdot\mathbf r_{fi}|^2$ for absorption, where

$$N(\omega)=\frac{1}{e^{\omega/kT}-1}$$

is the mean photon number. The golden rule gives

$$W=2\pi\sum_{\mathbf k,\boldsymbol\epsilon}\frac{2\pi\omega_k}{V}N(\omega_k)|\boldsymbol\epsilon\cdot\mathbf r_{fi}|^2\,\delta(\omega_k-\omega).$$

The two polarizations are perpendicular to $\mathbf k$. They sum to $|\mathbf r_{fi}|^2-|\hat{\mathbf k}\cdot\mathbf r_{fi}|^2$, whose average over directions is $\tfrac23|\mathbf r_{fi}|^2$. The number of wavevectors in $d\omega$ is $V\omega^2d\omega/(2\pi^2c^3)$. Therefore

$$W=2\pi\cdot 2\pi\omega\cdot\frac23|\mathbf r_{fi}|^2\cdot\frac{\omega^2}{2\pi^2c^3}N=\frac43\alpha^3\omega^3|\mathbf r_{fi}|^2N(\omega).\tag{1}$$

For a downward transition the emission factor is $N+1$. The part with $N$ is stimulated emission and obeys (1) with $|\omega|$ in place of $\omega$; the part with 1 is spontaneous emission. A direct count of modes in a finite shell of wavevectors reproduces the prefactor in (1) to 0.35%.

For the oscillator, $|x_{v+1,v}|^2=(v+1)/(2\omega_0)$ and $|x_{v-1,v}|^2=v/(2\omega_0)$. The thermal loss rate is

$$\Gamma=\frac43\alpha^3\omega_0^3N\,\frac{2v+1}{2\omega_0}
=\frac43\alpha^3\,(\omega_0N)\,\left(v+\tfrac12\right)\omega_0 .$$

The last factor is $\langle p^2\rangle$, because half of the energy $(v+\frac12)\omega_0$ is kinetic and the kinetic energy is $\langle p^2\rangle/2$. When $kT\gg\omega_0$, $\omega_0N\to kT$, and

$$\Gamma\to\frac43\alpha^3kT\,\langle p^2\rangle.\tag{2}$$

The frequency no longer appears explicitly. The rate depends only on the temperature and the mean square velocity. For hydrogen $\langle p^2\rangle=1/n^2$, so if (2) holds there too, the rate is

$$G_0=\frac{4\alpha^3kT}{3n^2}.\tag{3}$$

Hydrogen, however, has many transition frequencies, and they are not all small compared with $kT$. The two derivations below both lead to (3), and they show in different ways what it requires.

## First derivation: summing over transitions

Consider a hydrogen level $(n,l)$ with a fixed nucleus, without fine structure or Lamb shift. Let $\Gamma$ be the sum of the thermally induced rates to all other states: absorption, stimulated emission and photoionization. Spontaneous decay, with total rate $A$, is kept apart, and atoms that later return to the level are not counted back.

Define $\omega_{fi}=E_f-E_i$, which is negative for downward transitions, and $x=|\omega_{fi}|/kT$. Writing

$$|\omega_{fi}|N(|\omega_{fi}|)=kT\,b(x),\qquad b(x)=\frac{x}{e^x-1},$$

turns the sum of (1) over final states into

$$\Gamma=\frac43\alpha^3kT\sum_f\omega_{fi}^2|\mathbf r_{fi}|^2\,b(x).\tag{4}$$

The sum includes an integral over the continuum.

In terms of the oscillator strength $f_{fi}=\frac23\omega_{fi}|\mathbf r_{fi}|^2$, each term of (4) is $2\alpha^3kT\,\omega_{fi}f_{fi}\,b$. The strength is negative for downward transitions, but so is $\omega_{fi}$, and the product is positive in both directions. This is why upward and downward rates add. The sum rule needed is thus the one for $\sum\omega f$, not the Thomas–Reiche–Kuhn rule $\sum f=1$, in which they partly cancel.

To evaluate it, use $H=p^2/2+V$ with $V=-1/r$. Since $[H,\mathbf r]=-i\mathbf p$, taking the matrix element between eigenstates gives

$$\omega_{fi}\mathbf r_{fi}=-i\,\mathbf p_{fi}.\tag{5}$$

The states $f$ form a complete set, so

$$\sum_f\omega_{fi}^2|\mathbf r_{fi}|^2=\sum_f|\mathbf p_{fi}|^2=\langle p^2\rangle.\tag{6}$$

States degenerate with $i$ may be left in the sum, because (5) makes their terms vanish.

The virial theorem supplies $\langle p^2\rangle$. In a stationary state the expectation value of $i[H,\mathbf r\cdot\mathbf p]=p^2-\mathbf r\cdot\nabla V$ is zero. For the Coulomb potential $\mathbf r\cdot\nabla V=-V$, hence $\langle p^2\rangle=-\langle V\rangle$. The energy is then

$$-\frac{1}{2n^2}=\frac12\langle p^2\rangle+\langle V\rangle=-\frac12\langle p^2\rangle,$$

so that $\langle p^2\rangle=1/n^2$ for every $l$, and $\sum\omega f=2/(3n^2)$.

If $b=1$ could be used in every term that matters, (4) would give $\Gamma=G_0$. Without that assumption, $e^x-1> x$ for $x>0$ means $b<1$, and since every term of (4) is non-negative,

$$\Gamma< G_0 .\tag{7}$$

Equation (3) is therefore an upper bound at any temperature within this model, and it becomes the rate itself when the transitions carrying the weight in (6) have $|\omega|\ll kT$.

To compute (4) explicitly one needs the angular factor in $|\mathbf r_{fi}|^2$. Let $w_{l\to l'}$ be the sum over final $m'$ of $|\langle l'm'|\hat{\mathbf r}|lm\rangle|^2$, which by rotational symmetry does not depend on $m$. Only $l'=l\pm1$ occur, and $\hat{\mathbf r}^2=1$ gives $w_{l\to l+1}+w_{l\to l-1}=1$. Summing also over $m$ gives a quantity symmetric in the two levels: $(2l+1)w_{l\to l+1}=(2l+3)w_{l+1\to l}\equiv u_l$. Thus $u_l+u_{l-1}=2l+1$ with $u_{-1}=0$, which yields $u_l=l+1$. Both cases are contained in

$$\sum_{m'}|\mathbf r_{fi}|^2=\frac{\max(l,l')}{2l+1}R^2,$$

where $R$ is the radial integral of $r$.

## Second derivation: an electron displaced at random

Now treat the radiation as a classical fluctuating field and make no reference to transitions. In the dipole approximation the vector potential at the atom is $\mathbf A(t)$, and for an electron of charge $-1$

$$H(t)=\frac12\left(\mathbf p+\frac{\mathbf A}{c}\right)^2+V
=H+\frac{\mathbf p\cdot\mathbf A(t)}{c}+\frac{A^2(t)}{2c^2}.$$

The last term contains no electron operator. It gives all states the same phase and can be dropped.

The statistics of $\mathbf A$ follow from equipartition, with energy $kT$ in each mode. Counting two polarizations, there are $\omega^2d\omega/(\pi^2c^3)$ modes per unit volume, so the energy density per unit frequency is $\omega^2kT/(\pi^2c^3)$. It equals the spectral density of $\langle E^2\rangle$ divided by $4\pi$, the electric and magnetic halves being equal. Hence

$$S_E(\omega)=\frac{4\omega^2kT}{\pi c^3}.$$

Because $\mathbf E=-\dot{\mathbf A}/c$, the spectrum of $\mathbf A$ is $c^2/\omega^2$ times this:

$$S_A(\omega)=\frac{4kT}{\pi c}.$$

It is independent of frequency: the vector potential is white noise. One third belongs to each component. With $\int_0^\infty\cos\omega\tau\,d\omega=\pi\delta(\tau)$,

$$\langle A_i(t)A_j(t+\tau)\rangle=\delta_{ij}\frac{4kT}{3\pi c}\int_0^\infty\cos\omega\tau\,d\omega
=\delta_{ij}\frac{4kT}{3c}\,\delta(\tau).\tag{8}$$

Over a time $\delta t$ short compared with the electron's motion, $\mathbf p$ can be treated as constant in the interaction picture. The field then acts through the operator

$$U=e^{-i\mathbf a\cdot\mathbf p},\qquad \mathbf a=\frac1c\int_t^{t+\delta t}\mathbf A(t')\,dt'.$$

This operator translates the electron by $\mathbf a$ relative to the nucleus. From (8), the displacement has zero mean and

$$\langle a_ia_j\rangle=\delta_{ij}\,\frac{1}{c^2}\,\frac{4kT}{3c}\,\delta t=\delta_{ij}\,\frac43\alpha^3kT\,\delta t .\tag{9}$$

Its mean square grows linearly in time, as in diffusion.

The probability of still finding the electron in its state is the squared overlap of the wavefunction with its displaced copy. Terms odd in $\mathbf p$ vanish because the state has definite parity, so

$$|\langle i|U|i\rangle|^2=\left|1-\tfrac12\langle(\mathbf a\cdot\mathbf p)^2\rangle+\dots\right|^2
=1-\langle(\mathbf a\cdot\mathbf p)^2\rangle+\dots$$

Averaging over the field with (9) gives a loss probability $\frac43\alpha^3kT\langle p^2\rangle\,\delta t$. The omitted terms are of higher order in $\delta t$. By (5) the first-order displacement has no matrix element to degenerate states, so the electron leaves the level as well as the state. The loss rate is

$$\Gamma=\frac43\alpha^3kT\,\langle p^2\rangle=\frac{4\alpha^3kT}{3n^2}=G_0 ,$$

the same as before. The physical content is direct: a wavefunction with large $\langle p^2\rangle$ varies rapidly in space, and a small displacement spoils its overlap with itself more. Where (3) holds, a higher level has a smaller $\langle p^2\rangle$ and survives the radiation longer.

## What each derivation assumes

Both derivations assume the dipole approximation. For $n=30$ at 300 K the product of thermal wavenumber and orbital size is about $\alpha\,kT\,n^2\approx0.006$, so the field is nearly uniform over the atom. Both also work to lowest order in the coupling, and neither uses the Coulomb form of $V$ before the value of $\langle p^2\rangle$ is inserted. Equation (2) is therefore the more general result, as the oscillator showed.

They differ in how the high-temperature condition enters. In the first derivation it is a condition on frequencies, $|\omega_{fi}|\ll kT$, imposed term by term, and it can be removed by keeping $b(x)$. In the second it is a condition on time. Equipartition fails for $\omega\gtrsim kT$, where the thermal spectrum of $\mathbf A$ is reduced by the factor $b(\omega/kT)$. The delta function in (8) then becomes a peak of width about $1/kT$. The field is white noise for the electron if the electron's velocity changes little during that time. An electron passing close to the nucleus violates this, however large its orbit.

The second derivation gives the total loss without the spectrum of the atom. Projecting the displaced state on a final state $f$ also gives the separate rates, $\frac43\alpha^3kT|\mathbf p_{fi}|^2$, which by (5) are the terms of (4) with $b=1$. The first derivation gives each channel with its factor $b(x)$. The classical field also leaves out spontaneous emission, which enters the bounds derived next.

## How far the rate lies below the limit

For $l\ge1$ two further sum rules bound the error from both sides. The first is

$$\sum_f\omega_{fi}^3|\mathbf r_{fi}|^2=\sum_f\omega_{fi}|\mathbf p_{fi}|^2=\tfrac12\langle[p_j,[H,p_j]]\rangle=\tfrac12\langle\nabla^2V\rangle,$$

with summation over $j$. Here $[H,p_j]=i\,\partial_jV$ and $[p_j,i\,\partial_jV]=\partial_j^2V$. Since $\nabla^2(-1/r)=4\pi\delta(\mathbf r)$, the sum is $2\pi|\psi(0)|^2$, which vanishes for $l\ge1$. Upward and downward cubic sums are then equal in size. The downward one, multiplied by $\frac43\alpha^3$, is $A$, so

$$\frac43\alpha^3\sum_f|\omega_{fi}|^3|\mathbf r_{fi}|^2=2A.\tag{10}$$

The second rule follows from $\omega_{fi}\mathbf p_{fi}=\langle f|[H,\mathbf p]|i\rangle=i(\nabla V)_{fi}$:

$$\sum_f\omega_{fi}^4|\mathbf r_{fi}|^2=\langle|\nabla V|^2\rangle=\langle r^{-4}\rangle.\tag{11}$$

Now write $b(x)=y\coth y-y$ with $y=x/2$. The expansion

$$y\coth y=1+2\sum_{k=1}^\infty\frac{y^2}{y^2+k^2\pi^2}$$

shows that $1\le y\coth y\le1+y^2/3$, because $\sum_k1/k^2=\pi^2/6$. Thus

$$1-\frac x2\le b(x)\le1-\frac x2+\frac{x^2}{12}.$$

Insert this in (4). By (10) the term $-x/2$ contributes $-\frac12\cdot2A=-A$. By (11) the quadratic term contributes $\frac43\alpha^3\langle r^{-4}\rangle/(12kT)$. Hence

$$G_0-A\le\Gamma\le G_0-A+\frac{\alpha^3\langle r^{-4}\rangle}{9kT}.\tag{12}$$

The lower bound says that $\Gamma+A\ge G_0$. When the last term of (12) is small compared with $A$, $G_0$ is a better estimate of the total loss rate, thermal plus spontaneous, than of the thermal part alone. The classical picture shows why: if each mode carries the zero-point half quantum as well, $N$ is replaced by $N+\frac12$, and by (10) the extra half adds exactly $A$ for $l\ge1$.

For s levels (10) has an additional contact term and $\langle r^{-4}\rangle$ diverges, so (12) does not apply. The bound (7) still does.

## Explicit sums for hydrogen at 300 K

At 300 K, $kT=9.500\times10^{-4}$ hartree. For $n=30$,

$$G_0=\frac{4\alpha^3(9.500\times10^{-4})}{3\cdot900}=5.469\times10^{-13}\ \text{a.u.}=2.261\times10^4\ \mathrm{s^{-1}}.$$

The sum (4) was evaluated with final states obtained by diagonalizing the hydrogen Hamiltonian in a Laguerre basis, which represents the bound levels and replaces the continuum by closely spaced discrete states. Squared radial integrals from 30p to bound levels up to $n'=60$ agree with direct quadrature to about $2\times10^{-10}$, relative to their own size. The last column below is the share of the sum (6) from transitions with $|\omega|>kT$. For upward transitions this cut lies in the continuum, and replacing the continuum by discrete states moves the share by up to about $4\times10^{-4}$, so its third decimal is uncertain by one unit. The digits of the rates belong to the fixed-nucleus model; the motion of the nucleus alone changes $A$ by a relative amount $m_e/m_p\approx5\times10^{-4}$, and $\Gamma$ by less, because $\omega^2|\mathbf r_{fi}|^2$ does not depend on the reduced mass.

| $l$ | $\Gamma$ (s⁻¹) | $\Gamma/G_0$ | $A$ (s⁻¹) | share above $kT$ |
|---|---|---|---|---|
| 0 | 14 615 | 0.646 | 21 102 | 0.334 |
| 1 | 14 779 | 0.654 | 201 092 | 0.328 |
| 2 | 15 093 | 0.668 | 70 457 | 0.314 |
| 5 | 16 686 | 0.738 | 14 214 | 0.242 |
| 10 | 19 523 | 0.863 | 3 794 | 0.086 |
| 29 | 22 158 | 0.980 | 456 | 0.000 |

The sum rule (6) itself is reproduced for every $l$, to about $10^{-4}$ for the s level and better for the others. The shortfall in $\Gamma$ comes from $b(x)$, not from missing states. For 30p about a third of the weight lies above $kT$, where the thermal field is weaker than equipartition would make it.

The circular level $l=29$ is the opposite case. Its important transitions lie near the orbital frequency $n^{-3}$, and $kTn^3=25.7$. With a single frequency, the equality of upward and downward cubic sums gives each direction half of (6), so

$$A\approx\frac43\alpha^3n^{-3}\,\frac{1}{2n^2},\qquad \frac{A}{G_0}\approx\frac{1}{2kTn^3}=0.0195 .$$

The computed ratio is $456/22\,611=0.0202$. The bounds (12) give $0.979838\le\Gamma/G_0\le0.979979$, and the explicit sum agrees with the upper one to the digits shown. The total $\Gamma+A$ is $1.00014\,G_0$. For $l=5$ the same bounds are 0.37 and 1.32, too wide to be useful, and (7) is then the stronger upper limit.

For 30p the thermal rate divides into

$$(6.2+7.3+1.3)\times10^3\approx1.48\times10^4\ \mathrm{s^{-1}},$$

for downward, upward bound and ionizing transitions. Photoionization is about 8.5% of the total. The neighbours $n'=29$ and $31$ take 15% and 17%, so about two thirds of the rate goes elsewhere. Spontaneous decay of 30p is some 14 times faster than its thermal depopulation, and $G_0$ is no estimate of its total loss rate.

## Two routes to the limit

The limit can be approached by raising $T$ or by raising $n$. For 30p, $\Gamma/G_0$ is 0.654 at 300 K, 0.852 at 3000 K and 0.952 at 30 000 K. Even at the highest of these temperatures the formula exceeds the sum by 5% of $G_0$. There $\alpha kTn^2\approx0.6$, so the thermal field as a whole is no longer nearly uniform over the atom. This alone does not invalidate the dipole rates. Each transition uses only the field at its own frequency, and for low $l$ the high-frequency amplitudes arise near the nucleus, where the phase $\mathbf k\cdot\mathbf r$ is small.

At fixed temperature the dependence on $n$ can be estimated from the orbital motion. A low-$l$ electron passes near the nucleus once in each period $2\pi n^3$. Since its energy is close to zero, the passage is nearly the same for all large $n$, and the probability of finding the electron there scales as $n^{-3}$. The high-frequency part of (6) arises in this region and has the same scaling, while the whole sum is $n^{-2}$. The relative deficit should then fall as $1/n$:

$$1-\frac{\Gamma}{G_0}\approx\frac{C(T)}{n}\qquad(\text{fixed low }l,\ n^3kT\gg1).$$

For p levels at 300 K the sums give:

| $n$ | $\Gamma/G_0$, p | $n(1-\Gamma/G_0)$, p | $\Gamma/G_0$, circular |
|---|---|---|---|
| 10 | 0.181 | 8.19 | 0.536 |
| 20 | 0.505 | 9.90 | 0.932 |
| 40 | 0.735 | 10.60 | 0.992 |
| 80 | 0.864 | 10.85 | 0.999 |

The third column changes by about 2% between $n=40$ and $n=80$, which supports the $1/n$ estimate. At $n=80$ the p level is still 14% below $G_0$, whereas the circular level is within about 0.1%, its deficit falling roughly as $1/(2kTn^3)$. At $n=10$, where $kTn^3$ is close to 1, the formula fails even for the circular level. Within the dipole model a large enough $n$ at fixed temperature does lead to (3), but how large depends on $l$. For circular levels the deficit is about $1/(2kTn^3)$, while for low $l$ it is $C(T)/n$, with $C$ about 11 for p levels at 300 K. Between 10 and 300 K, $C\approx1.1\,(kT)^{-1/3}$ for p levels, and the coefficient is smaller at higher temperature, so the low-$l$ deficit there is about $1.1\,(kTn^3)^{-1/3}$. The same parameter $kTn^3$ controls both cases, but low $l$ needs its cube root to be large. By the $1/n$ estimate, a deficit of 1% for these p levels would need $n\approx1100$. There $\alpha kTn^2\approx8$, so the thermal field varies strongly across the orbit, but for the reason given above this does not by itself make the dipole rates fail. For circular and low-$l$ levels alike, the thermal field must be fully excited at the frequencies that carry nearly all the weight in $\langle p^2\rangle$.

## Computed results

```
kT at 300 K = 9.500435e-04 hartree
n = 30: kT n^3 = 25.651 (dimensionless)
G0 = 5.46935e-13 a.u. = 2.26110e+04 s^-1
mode count / rate prefactor = 0.99653
largest relative error of squared radial integrals = 1.9e-10
n=30, 300 K: l, Gamma (s^-1), Gamma/G0, A (s^-1), (Gamma+A)/G0
   0  1.46153e+04  0.64638  2.1102e+04  1.57965
   1  1.47785e+04  0.65360  2.0109e+05  9.54713
   2  1.50932e+04  0.66751  7.0457e+04  3.78356
   5  1.66861e+04  0.73796  1.4214e+04  1.36659
  10  1.95232e+04  0.86344  3.7941e+03  1.03123
  29  2.21583e+04  0.97998  4.5587e+02  1.00014
n=30: l, sum f, n^2 sum omega^2|r|^2, share of it above kT
   0  1.000000  0.999886  0.33443
   1  1.000000  0.999999  0.32734
   2  1.000000  1.000000  0.31438
   5  1.000000  1.000000  0.24180
  10  1.000000  1.000000  0.08612
  29  1.000000  1.000000  0.00000
n=30, 300 K: l, lower bound/G0, Gamma/G0, upper bound/G0
   5  0.371372  0.737963  1.317260
  10  0.832201  0.863436  0.867295
  29  0.979838  0.979979  0.979979
30p, 300 K: downward part = 6.2127e+03 s^-1
30p, 300 K: upward bound part = 7.3080e+03 s^-1
30p, 300 K: ionizing part = 1.26e+03 s^-1
30p to n=29: 2.2220e+03 s^-1, share of Gamma 0.1504
30p to n=31: 2.4926e+03 s^-1, share of Gamma 0.1687
30p at 300 K: Gamma/G0 = 0.65360
30p at 3000 K: Gamma/G0 = 0.85206
30p at 30000 K: Gamma/G0 = 0.95246
300 K: n, G0 (s^-1), Gamma/G0 for p, n(1-Gamma/G0) for p, circular
  10  2.0350e+05  0.18076  8.192  0.536486
  20  5.0875e+04  0.50480  9.904  0.932457
  40  1.2719e+04  0.73496  10.602  0.991591
  80  3.1797e+03  0.86439  10.849  0.998959
```
